# Nanoparticle radius that minimizes thermal conductivity of a silicon-germanium alloy

## Problem

Germanium spheres of radius $R$ fill a fixed fraction $f$ of the volume of a Si$_{0.5}$Ge$_{0.5}$ crystal. Treat the phonons as three branches with the same velocity $v$, so that $\omega=vq$ up to a Debye cutoff $\omega_D$. Without particles, a phonon is scattered at the rate

$$\frac1{\tau_0}=A\omega^4+B\omega^2+\frac vL ,$$

where the terms stand for mass disorder of the alloy, anharmonic processes, and boundaries of grains of size $L$. A sphere differs from the matrix in density, $\rho'=(1+\delta)\rho$, but not in stiffness. Let $V$ be the volume per atom, $c_i$ the atomic fractions, $\bar M$ the mean mass and $\Gamma=\sum_i c_i(M_i/\bar M-1)^2$.

1. Find the cross section $\sigma_R$ of a sphere for long waves, and from it $A$. Join $\sigma_R$ to the short-wave value $2\pi R^2$ by adding reciprocals.
2. At fixed $f$, which radius scatters a single mode most?
3. Show that the conductivity $\kappa(R)$ has a minimum, and find the condition for it.
4. Obtain closed forms for the best radius when the longest waves are limited (i) by grains and (ii) by anharmonic processes.
5. Evaluate the result for $f=0.03$, $T=300$ K, $L=10$ µm, $v=4000$ m/s, $B=1.0\times10^{-16}$ s, lattice constant 0.554 nm, and masses 28.1 u and 72.6 u.
6. Judge the use of $2\pi R^2$ as a cross section for thermal resistance.

## Solution

### 1. Cross section

In an isotropic medium with equal longitudinal and transverse velocities, each Cartesian component $u$ of the displacement obeys the scalar wave equation. This medium is a simplification: equal velocities imply a negative bulk modulus, and in real silicon-germanium the longitudinal velocity is roughly 1.6 times the transverse one. With uniform stiffness and a density change inside the sphere,

$$\nabla^2u+q^2u=-q^2\delta\,u\quad\text{inside},\qquad \nabla^2u+q^2u=0\quad\text{outside}.$$

The outgoing solution of $(\nabla^2+q^2)g=\delta^3(\mathbf r)$ is $g=-e^{iqr}/(4\pi r)$. The scattered wave is therefore

$$u_s(\mathbf r)=\frac{q^2\delta}{4\pi}\int_{\rm sphere}\frac{e^{iq|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}\,u(\mathbf r')\,d^3r'.$$

For $qR\ll1$ the field inside is the incident field, nearly constant, up to corrections that vanish with $qR$. Far away $u_s\to F e^{iqr}/r$ with $F=q^2\delta V_s/(4\pi)$ and $V_s=4\pi R^3/3$. This amplitude is the same in all directions, so

$$\sigma_R=4\pi F^2=\frac{q^4\delta^2V_s^2}{4\pi}=\frac{4\pi}{9}\,\delta^2q^4R^6 .$$

An atom of the wrong mass is the same problem with $V_s\to V$ and $\delta\to M_i/\bar M-1$. Species $i$ has number density $c_i/V$. If the atoms scatter independently,

$$A\omega^4=v\sum_i\frac{c_i}{V}\,\frac{q^4V^2}{4\pi}\Big(\frac{M_i}{\bar M}-1\Big)^2
\quad\Rightarrow\quad A=\frac{V\Gamma}{4\pi v^3}.$$

For waves so short that the phase shift across the sphere is large, the sphere removes the flux falling on its area $\pi R^2$, and diffraction around the shadow removes as much again, which gives $2\pi R^2$. The ratio of the two limits is

$$\frac{2\pi R^2}{\sigma_R}=\frac{9}{2\delta^2(qR)^4}=\frac1{y^4},\qquad y=\frac{qR}{\gamma},\qquad \gamma^4=\frac{9}{2\delta^2}.$$

Adding reciprocals, $1/\sigma=1/(2\pi R^2)+1/\sigma_R$, gives

$$\sigma=2\pi R^2\,\frac{y^4}{1+y^4}.$$

### 2. One mode

The number density of spheres is $3f/(4\pi R^3)$. If they scatter independently, their rate is

$$W=\frac{3f}{4\pi R^3}\,v\sigma=G\,\frac{y^4}{1+y^4},\qquad G=\frac{3fv}{2R}.$$

At fixed $f$ this grows as $R^3$ for small spheres and falls as $1/R$ for large ones. Since $y\propto R$,

$$\frac{d\ln W}{d\ln R}=-1+4-\frac{4y^4}{1+y^4}=\frac{3-y^4}{1+y^4}.$$

The mode is scattered most at $y^4=3$, or $qR=3^{1/4}\gamma$. Each frequency thus has its own best radius, proportional to its wavelength. The radius that minimizes $\kappa$ depends on which frequencies carry the heat, and so on the background scattering.

### 3. All modes

One branch has $\omega^2/(2\pi^2v^3)$ modes per unit volume and frequency. Each contributes $k_Bh$ to the heat capacity, with $h=[(x/2)/\sinh(x/2)]^2$ and $x=\hbar\omega/k_BT$. Three branches and the factor $v^2\tau/3$ give

$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\omega^2h\,\tau\,d\omega,\qquad \frac1\tau=\frac1{\tau_0}+W .$$

This takes each scattering event as fully resistive, an assumption examined in part 6.

Because $W>0$, $\kappa(R)$ lies below its value $\kappa_0$ without particles. At each frequency $W\to0$ both for $R\to0$ and for $R\to\infty$, and the integrand never exceeds the integrable one of $\kappa_0$. Hence $\kappa\to\kappa_0$ at both ends, and the continuous function $\kappa(R)$ has a minimum between them. There $d\kappa/dR=0$. With $d\tau=-\tau^2dW$ this reads

$$\int_0^{\omega_D}\omega^2h\,\tau^2\,W\,\frac{3-y^4}{1+y^4}\,d\omega=0 .$$

Modes with $y^4<3$ would be scattered more by larger spheres, the others by smaller ones. The best radius balances the two groups.

### 4. Closed forms

Set $h=1$, which holds for $\hbar\omega\ll k_BT$. The particle rate has a useful reciprocal:

$$\frac{\omega^2}{W}=\frac{\omega^2}{G}+\frac{\omega^2}{Gy^4}=\frac{\omega^2}{G}+\frac1{A_p\omega^2},\qquad A_p=\frac{Gy^4}{\omega^4}=\frac{3fR^3}{2\gamma^4v^3}.$$

Where particles dominate, the integrand $\omega^2\tau$ is thus a sum of a long-wave part and a short-wave part. Suppose that $A_p\gg A$, and that at the crossover $\omega_c=\gamma v/R$ both $B\omega_c^2$ and $v/L$ are much less than $G$. Then the first part is cut off at low frequency by $B\omega^2+v/L$, and the second at high frequency by $A\omega^4$. Both have the form

$$J(a,b)=\int_0^\infty\frac{\omega^2\,d\omega}{a\omega^4+B\omega^2+b}=\int_0^\infty\frac{d\omega}{a\omega^2+B+b/\omega^2}.$$

To evaluate $J$, put $c=\sqrt{b/a}$. The substitution $\omega\to c/\omega$ exchanges $a\omega^2$ and $b/\omega^2$ and turns $d\omega$ into $(c/\omega^2)\,d\omega$. Take half the sum of the two versions and set $t=\omega-c/\omega$, so that $dt=(1+c/\omega^2)\,d\omega$ and $a\omega^2+b/\omega^2=at^2+2\sqrt{ab}$:

$$J=\frac12\int_{-\infty}^{\infty}\frac{dt}{at^2+B+2\sqrt{ab}}=\frac{\pi}{2\sqrt a\,\sqrt{B+2\sqrt{ab}}}.$$

The part of the short-wave integral above $\omega_D$ must be removed. There alloy scattering dominates, and the excess is $\int_{\omega_D}^\infty d\omega/(A\omega^2)=1/(A\omega_D)$. Therefore

$$\kappa\simeq\frac{k_B}{2\pi^2v}\Big[J(A_p,v/L)+J(A,G)-\frac1{A\omega_D}\Big].$$

The last term does not depend on $R$ and has no effect on the best radius.

**(i) Grains limit the long waves.** If $B$ is small beside $2\sqrt{A_pv/L}$ and $2\sqrt{AG}$, then $J(a,b)=\pi/(2\sqrt2\,a^{3/4}b^{1/4})$. Since $A_p\propto R^3$ and $G\propto1/R$, the first term varies as $R^{-9/4}$ and the second as $R^{1/4}$. Setting the derivative to zero gives $\tfrac94J(A_p,v/L)=\tfrac14J(A,G)$, or

$$9A^{3/4}G^{1/4}=A_p^{3/4}(v/L)^{1/4}.$$

Insert $G$ and $A_p$ and collect the powers of $R$:

$$R^{5/2}=9A^{3/4}\Big(\frac{3fv}{2}\Big)^{1/4}\Big(\frac{2\gamma^4v^3}{3f}\Big)^{3/4}\Big(\frac Lv\Big)^{1/4}
=9\gamma^3A^{3/4}v^{9/4}L^{1/4}\Big(\frac2{3f}\Big)^{1/2}.$$

Now $A^{3/4}v^{9/4}=(V\Gamma/4\pi)^{3/4}$, so the velocity cancels. With $\gamma^3=(9/2\delta^2)^{3/4}$, raising to the power $2/5$ gives

$$\boxed{R^*=9^{2/5}\Big(\frac{9V\Gamma}{8\pi\delta^2}\Big)^{3/10}L^{1/10}\Big(\frac{2}{3f}\Big)^{1/5}}$$

**(ii) Anharmonic processes limit the long waves.** For a very large crystal, $v/L\to0$ and $J(A_p,0)=\pi/(2\sqrt{A_pB})\propto R^{-3/2}$. The short-wave term is unchanged while $B\ll2\sqrt{AG}$. The condition is now $\tfrac32J(A_p,0)=\tfrac14J(A,G)$, or $6\sqrt2\,A^{3/4}G^{1/4}=\sqrt{A_pB}$. Inserting $G$ and $A_p$,

$$R^{7/4}=6\sqrt2\,\gamma^2A^{3/4}B^{-1/2}v^{7/4}\Big(\frac2{3f}\Big)^{1/4},$$

$$R^*=v\,(6\sqrt2\,\gamma^2)^{4/7}A^{3/7}B^{-2/7}\Big(\frac2{3f}\Big)^{1/7}.$$

Both laws fail when $f$ is so small that $A_p$ is no longer large compared with $A$.

### 5. Numbers

The diamond cell holds eight atoms, so $V=(0.554\ \text{nm})^3/8=0.02125$ nm³. The mean mass is 50.35 u. With the matrix atomic volume also in the spheres, $\delta=72.6/50.35-1=0.442$. At equal composition both species deviate from the mean by this amount, so $\Gamma=\delta^2=0.195$. Then $\gamma=(9/0.3906)^{1/4}=2.19$, $A=5.16\times10^{-42}$ s³, and $\omega_D=v(6\pi^2/V)^{1/3}=5.63\times10^{13}$ rad/s.

The grain law gives, with lengths in nm,

$$R^*=2.408\times(0.00761)^{0.3}\times(10^4)^{0.1}\times(22.2)^{0.2}=2.6\ \text{nm}.$$

The large-crystal law would give 3.9 nm.

Numerical integration of $\kappa$, with $h$ and all rates kept, followed by minimization over $R$, gives

$$R^*=2.4\ \text{nm}\ (46\ \text{bohr}),\qquad \kappa_{\min}=3.0\ \text{W/(m K)},$$

against $\kappa_0=8.1$ W/(m K) without particles. A scan from 0.3 to 100 nm shows a single minimum. It is broad: $\kappa$ stays within 5 % of its lowest value from about 1.7 to 3.9 nm. It is 4.0 W/(m K) at 1 nm and 3.9 W/(m K) at 10 nm.

The assumptions of the closed form can be checked at 2.44 nm. There $A_p/A=(4\pi/3)fR^3\delta^2/(V\Gamma)=86$. The crossover is at $\omega_c=3.6\times10^{12}$ rad/s, where $B\omega_c^2=1.3\times10^9$ s⁻¹ and $v/L=4\times10^8$ s⁻¹, both small beside $G=7.4\times10^{10}$ s⁻¹. Grains rather than anharmonic processes limit the long waves, since $2\sqrt{A_pv/L}=8.4\times10^{-16}$ s exceeds $B$ eightfold. The three terms of the closed $\kappa$ are $0.43+3.31-0.60=3.1$ W/(m K), about 5 % above the integral.

Other settings, changed one at a time, give these minima by the same integration:

| Change | $R^*$ (nm) | $\kappa_{\min}$ (W/(m K)) | $\kappa_0$ (W/(m K)) |
|---|---|---|---|
| $L=1$ µm | 1.8 | 2.7 | 5.5 |
| no grain boundaries | 4.2 | 3.6 | 11.4 |
| $f=0.01$ | 3.0 | 4.2 | 8.1 |
| $T=900$ K, $B$ tripled | 2.4 | 2.8 | 5.5 |

In the last row $B$ is taken proportional to $T$. The radius hardly moves; the grain law contains neither $B$ nor $T$.

### 6. Is $2\pi R^2$ a resistive cross section?

A deflection by an angle $\theta$ removes only the fraction $1-\cos\theta$ of a phonon's contribution to the heat current. The resistive quantity is $\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma$. For long waves scattering from the density change is isotropic, and $\sigma_{\rm tr}=\sigma_R$. For short waves the diffracted half of $2\pi R^2$ goes almost straight ahead, and a sphere of weak contrast also deflects the transmitted wave little.

The scalar sphere can be solved by partial waves, matching $u$ and its radial derivative at the surface. In units of $\pi R^2$ the results are:

| $qR$ | interpolated $\sigma$ | partial-wave $\sigma$ | partial-wave $\sigma_{\rm tr}$ |
|---|---|---|---|
| 1 | 0.083 | 0.073 | 0.064 |
| 3 | 1.56 | 0.81 | 0.20 |
| 7 | 1.98 | 3.03 | 0.28 |

The interpolation has the right limits, but near the crossover it is wrong even for the total cross section, too large by a factor that reaches 2.25 near $qR=2.1$ and too small by a factor of about 1.9 near $qR=10$. As a resistive cross section it is too large by a factor of about seven or eight at $qR=3$ and 7. The best radius for a single mode shifts as well: $qR=2.9$ from part 2 becomes about 1.5 with $\sigma_{\rm tr}$ and about 7 with the partial-wave total cross section.

With $\sigma_{\rm tr}$ in the conductivity integral, the minimum is 4.9 W/(m K) at 2.0 nm. This radius lies within the broad minimum of the interpolated model, but the lowest conductivity of that model is about 40 % below the value from $\sigma_{\rm tr}$. With the partial-wave total cross section the result is 2.9 W/(m K) at 3.5 nm, so the low conductivity comes from counting forward scattering as resistance, not from the interpolation. The closeness of the radii 2.4 and 2.0 nm is partly an accident: starting from 3.5 nm, the interpolation and the use of $\sigma_{\rm tr}$ each happen to lower the radius, by 1.0 and 1.5 nm.

Smaller omissions were sized in the same way:

- **Stiffness.** A sphere 12 % softer than the matrix, a rough figure for germanium, gives 4.5 W/(m K) at 2.4 nm with $\sigma_{\rm tr}$.
- **Atomic volume.** Part 5 gives the spheres the atomic volume of the matrix. Relaxed germanium, with a lattice constant of 0.566 nm, has the smaller contrast $\delta=0.35$. With $\sigma_{\rm tr}$ and equal stiffness this gives 5.45 W/(m K) at 2.1 nm.
- **Correlated positions.** Sphere centres cannot come closer than $2R$. To first order in $f$ this multiplies long-wave scattering by $1-8f=0.76$. Applied to $\sigma_R$ at all frequencies, which overstates the effect near the crossover, it moves the minimum of the interpolated model to 3.1 W/(m K) at 2.6 nm.
- **Shortest mean free path.** $A\omega^4$ makes the path of the phonons of highest frequency shorter than an atomic spacing. Keeping it at or above $V^{1/3}$ raises the interpolated minimum to 3.2 W/(m K) and leaves the radius at 2.4 nm.

**Comparison with real material.** The values of $v$, $B$ and $L$ are rough. They put the matrix at several W/(m K), the right size for a bulk silicon-germanium alloy near room temperature. Thermoelectric use is at higher temperature, roughly 900 K. Silicon and germanium mix in all proportions, so germanium spheres tend to dissolve when hot, whereas the model keeps them sharp. If $\delta$ were halved at fixed $f$, $\Gamma$ and $L$, the grain law would raise $R^*$ by a factor $2^{3/5}\approx1.5$, but with $\sigma_{\rm tr}$ the best radius rises only from 2.0 to 2.4 nm. In the interpolated model, longitudinal and transverse velocities in the ratio 1.6 at the same Debye average leave $R^*$ at 2.4 nm and lower $\kappa_{\min}$ by about 4 %. The values of $\sigma_{\rm tr}$, including those for the softer sphere, are for scalar waves and omit conversion between polarizations. That conversion, dispersion of the branches, a spread of sizes and strain around the spheres are not included, and their effect has not been estimated here. For spheres of this contrast, with $f$ of 1 to 3 % and grains of 10 µm, the conductivity integral with $\sigma_{\rm tr}$ puts the best radius at 2.0 to 2.2 nm, and the interpolated model at 2.4 to 3.0 nm. The lowest conductivity of the interpolated model is below the value from $\sigma_{\rm tr}$ by a factor of about 1.5 to 1.6, and the effects left out add an uncertainty that is not known.

Numerical values quoted here were computed with a short program.
